# Bare mass first: how a Bloch electron answers a sudden force

Anyone who computes the motion of an electron in a crystal under a short pulse must decide whether one band is enough. With one band, the equation of motion is \(m^*\,dv/dt=F\) and the work is small. With several bands, the time-dependent Schrödinger equation must be solved with steps well below a femtosecond. For a weak force, the choice depends on how fast the force rises compared with the periods \(2\pi\hbar/|E_j-E_n|\) of the interband transitions, and on whether the motion within such a period matters.

## The belief and its appeal

The belief is that a Bloch electron responds to a sudden force with its effective mass at once. The argument for it is short. The crystal momentum obeys \(\hbar\,dk/dt=F\), and the velocity of a Bloch state is \(v_n=(1/\hbar)\,dE_n/dk\). The chain rule then gives
\[
\frac{dv_n}{dt}=\frac{1}{\hbar}\frac{d^2E_n}{dk^2}\frac{dk}{dt}=\frac{F}{m^*},\qquad \frac1{m^*}=\frac1{\hbar^2}\frac{d^2E_n}{dk^2}.
\]

The first premise holds from the first instant, as shown below. The second is a property of a single Bloch state. After a sudden force the electron is in a superposition of bands, and its velocity contains interference terms that the chain rule leaves out.

The correction, associated with the names of Pfirsch and Spenke, is that the electron starts with the bare mass and then oscillates at interband frequencies. One could put this as an oscillation "about \(m^*\)", but that wording is loose: the acceleration oscillates about \(F/m^*\), which is a different statement.

## The first instant

Take one electron in one dimension with \(H_0=p^2/2m+V(x)\), where \(V\) is local and has period \(a_0\). It is in a Bloch state of a nondegenerate band \(n\). At \(t=0\) a constant force \(F\) is switched on, so that \(H=H_0-Fx\). The velocity operator is \(p/m\), and
\[
m\,a=\frac{d\langle p\rangle}{dt}=\frac{i}{\hbar}\langle[H,p]\rangle .
\]
Since \([V,p]=i\hbar V'\) and \([-Fx,p]=-i\hbar F\), this becomes
\[
m\,a=F-\langle V'\rangle .
\]
In a Bloch state without a force \(\langle p\rangle\) is constant, so \(\langle V'\rangle=0\). The wave function cannot jump when a finite force is switched on, so \(\langle V'\rangle\) is still zero at \(t=0^+\). Therefore \(a(0^+)=F/m\). The lattice can alter the acceleration only after the charge distribution within the cell has changed.

## The later motion

The term \(-Fx\) is not periodic. Writing \(\psi=e^{iFtx/\hbar}\varphi\) removes it: the time derivative of the phase factor yields \(-Fx\,\psi\), which cancels the same term in \(H\psi\), and the factor shifts \(p\) to \(p+Ft\). Hence
\[
i\hbar\,\dot\varphi=\left[\frac{(p+Ft)^2}{2m}+V\right]\varphi .
\]
This Hamiltonian is periodic, so \(\varphi=e^{ik_0x}w\) keeps its initial \(k_0\), and the periodic part \(w\) obeys
\[
i\hbar\,\dot w=H_{k(t)}w,\quad H_k=\frac{(p+\hbar k)^2}{2m}+V,\quad k(t)=k_0+\frac{Ft}{\hbar}.
\]
This proves the first premise for any strength of the force.

Let \(H_ku_j=E_ju_j\), and expand \(w\) in the states \(u_j\) at the current \(k(t)\):
\[
w=\sum_j b_j\,u_j\,e^{-\frac{i}{\hbar}\int_0^tE_j\,dt'} .
\]
On insertion the energy terms cancel. Projection on \(u_j\) leaves
\[
\dot b_j=-\frac{F}{\hbar}\sum_l b_l\langle u_j|\partial_ku_l\rangle\,e^{\frac{i}{\hbar}\int_0^t(E_j-E_l)dt'} .
\]

The overlap follows from differentiating \(H_ku_n=E_nu_n\) with respect to \(k\) and projecting on \(u_j\), \(j\ne n\). With \(\partial_kH_k=\hbar(p+\hbar k)/m\) and \(p_{jn}=\langle u_j|p+\hbar k|u_n\rangle\),
\[
\frac{\hbar}{m}p_{jn}+E_j\langle u_j|\partial_ku_n\rangle=E_n\langle u_j|\partial_ku_n\rangle .
\]
Define \(\omega_j=(E_j-E_n)/\hbar\), which is negative for bands below \(n\). Then
\[
\langle u_j|\partial_ku_n\rangle=-\frac{p_{jn}}{m\,\omega_j}.
\]

To first order in \(F\), set \(b_n=1\) on the right, choose the phase of \(u_n\) so that \(\langle u_n|\partial_ku_n\rangle=0\), and hold \(\omega_j\) and \(p_{jn}\) at their values for \(k_0\). Integration from \(b_j(0)=0\) gives
\[
b_j(t)=\frac{F\,p_{jn}}{i\hbar m\,\omega_j^2}\left(e^{i\omega_jt}-1\right).
\]

The velocity is the expectation value of \((p+\hbar k)/m\). To first order it is the band velocity plus the interference between \(u_n\) and the other bands:
\[
v(t)=v_n(k(t))+\frac2m\,\mathrm{Re}\sum_{j\ne n}p_{nj}\,b_j\,e^{-i\omega_jt}.
\]
Here \(p_{nj}p_{jn}=|p_{jn}|^2\), and the time factor is
\[
\mathrm{Re}\,\frac{1-e^{-i\omega_jt}}{i}=\sin\omega_jt .
\]
With the dimensionless strengths
\[
s_j=\frac{2|p_{jn}|^2}{m(E_j-E_n)}
\]
and \(v_n(k(t))=v_n(k_0)+Ft/m^*\), the result is
\[
v(t)=v_n(k_0)+\frac{Ft}{m^*}+\frac Fm\sum_{j\ne n}s_j\,\frac{\sin\omega_jt}{\omega_j}.
\]
Differentiation gives the acceleration:
\[
\frac{m\,a(t)}{F}=\frac{m}{m^*}+\sum_{j\ne n}s_j\cos\omega_jt .
\]

This must equal 1 at \(t=0\). To see that it does, differentiate \(dE_n/dk=(\hbar/m)\langle u_n|p+\hbar k|u_n\rangle\) once more. The explicit \(k\) gives \(\hbar^2/m\), and the change of \(u_n\) gives the rest:
\[
\frac{d^2E_n}{dk^2}=\frac{\hbar^2}{m}+\frac{2\hbar}{m}\,\mathrm{Re}\sum_{j\ne n}p_{nj}\langle u_j|\partial_ku_n\rangle
=\frac{\hbar^2}{m}-\frac{2\hbar}{m^2}\sum_{j\ne n}\frac{|p_{jn}|^2}{\omega_j}.
\]
Division by \(\hbar^2/m\) yields \(m/m^*=1-\sum_js_j\). The same matrix elements that change the mass from \(m\) to \(m^*\) are therefore the amplitudes of the oscillation. Because every \(\omega_j\) is nonzero, the cosines average to zero over long times, and the mean acceleration is \(F/m^*\) as long as \(k\) has moved little.

## How the lattice force builds up

Expanding the cosines for short times gives \(ma/F\approx1-\tfrac12t^2\sum_js_j\omega_j^2\). The sum follows from a double commutator. Inserting a complete set of states gives
\[
\langle[p,[H_0,p]]\rangle=2\sum_j|p_{jn}|^2(E_j-E_n),
\]
while evaluating the commutators directly gives \([p,i\hbar V']=\hbar^2V''\). Comparison with the definition of \(s_j\) yields \(\sum_js_j\omega_j^2=\langle V''\rangle/m\), so that
\[
m\,a\approx F-\langle V''\rangle\,\frac{Ft^2}{2m}.
\]
The electron is first displaced by \(Ft^2/2m\), as a free particle would be. The lattice force is minus this displacement times the mean curvature of the potential. Where \(\langle V''\rangle<0\), the lattice pushes the displaced electron onward; where \(\langle V''\rangle>0\), it pulls it back.

## A number

Take \(V=2V_1\cos(2\pi x/a_0)\) with \(a_0=0.28\) nm and \(V_1=4.30\) eV. The lowest gap, at the zone edge, is then 8.5 eV. The field is 1 MV/cm, which gives a force of 0.1 eV/nm, and the gap period is 0.487 fs.

An electron at the bottom of the upper band, called the conduction band here, has \(m/m^*=3.33\), or \(m^*=0.30\,m\). The valence band contributes \(s=-2.369\), and all bands together give \(\sum_js_j=-2.328\). The sum rule reads \(1+2.328=3.328\). At the top of the valence band \(m/m^*=-1.38\).

Solving the Schrödinger equation in the moving frame at this field gives:

| \(t\)/gap period | \(ma/F\), conduction | \(ma/F\), valence top |
|---|---|---|
| 0 | 1.00 | 1.00 |
| 0.25 | 3.37 | −1.38 |
| 0.5 | 5.74 | −3.76 |
| 0.75 | 3.36 | −1.38 |
| 1 | 0.99 | 1.00 |

The belief predicts 3.33 in every row of the middle column. The electron starts at 1.00, first reaches 3.33 after 0.12 fs, and overshoots to 5.74. The formula accounts for the overshoot: half a gap period reverses the valence-band term, so the acceleration is about \(3.33+2.37=5.70\), and the higher bands supply the remaining 0.04. Over four periods the mean is 3.32.

Within the first gap period the ratio \(F/a\) runs from about \(m\) down to \(m/5.74=0.17\,m\). The midpoint of that range is \(0.59\,m\), about twice \(m^*\), so "oscillates about \(m^*\)" is wrong if taken literally.

At the valence top the wording fails completely. The effective mass is negative, yet the electron first accelerates along the force. The acceleration reverses after 0.074 fs, when \(a=0\) and \(F/a\) diverges. The curvatures agree with this picture: \(\langle V''\rangle\) is about \(-1600\) eV/nm² for the conduction state and \(+2600\) eV/nm² for the valence state.

Higher bands matter more at short times than their strengths suggest. The strongest has \(s=0.041\) at 34.8 eV. In \(\sum_js_j\omega_j^2\) it enters as \(0.0408\times34.8^2\approx49\) eV², against \(-2.369\times8.5^2\approx-171\) eV² from the valence band. For the conduction electron, a two-band model would thus overstate the initial growth of the lattice force by about 40%, although it would describe the main oscillation well.

## The same motion in real space

Integrating the velocity once more gives the displacement, apart from \(v_n(k_0)t\):
\[
\Delta x=\frac Fm\left[\frac{m}{m^*}\frac{t^2}{2}+\sum_{j\ne n}s_j\frac{1-\cos\omega_jt}{\omega_j^2}\right].
\]
The second term has a constant part, here \(-2.5\times10^{-4}\) nm. On average, the electron stays this far behind a particle that had mass \(m^*\) from the start.

A test without the moving frame uses a wave packet of conduction states, many periods wide, in the potential \(V-Fx\). Half the difference between its positions under \(+F\) and \(-F\) is the displacement. At 0.02 fs this is \(3.55\times10^{-6}\) nm, or 1.01 times the free value \(Ft^2/2m\); an electron with mass \(m^*\) would have moved 3.33 times that value. At 1 fs the packet has moved 0.0292 nm, as the formula predicts. Its crystal momentum has changed by 0.152 nm⁻¹, equal to \(Ft/\hbar\). Thus \(k\) follows the force without delay, while the velocity at first does not follow \(k\).

## When the effective mass is enough

To first order in \(F\), a force that rises gradually is a sum of small steps, each starting its own oscillation. For a linear rise over a time \(\tau\), the cosine after the rise is replaced by its average over the starting times:
\[
\frac1\tau\int_0^\tau\cos\omega_j(t-t')\,dt'
=\frac{\sin(\omega_j\tau/2)}{\omega_j\tau/2}\,\cos\omega_j\!\left(t-\frac\tau2\right).
\]
The term \(m/m^*\) is unchanged. For the conduction electron under a force so weak that \(k\) hardly moves, half the peak-to-peak variation of \(ma/F\) after the rise is 1.14 for \(\tau=0.3\) fs. For \(\tau\) equal to one gap period it is only 0.0009, because the steps then cover a full cycle and the gap oscillation cancels.

For a linear rise of 5 fs the factor is at most 0.031. The gap oscillation is then at most \(2.369\times0.031=0.073\), or 2.2% of \(m/m^*\). The rise itself still begins with the bare mass, but the force is then very small. After the first gap period the acceleration differs from \(F(t)/m^*\) by less than 10%, to first order in \(F\), and the largest relative difference per cycle shrinks as the force grows. The start of the rise launches a gap oscillation of fixed size, \(|s|/(|\omega|\tau)\approx0.037\) in units of the final force over \(m\), while the force itself keeps growing.

Even after a sudden start, the velocity forgets the bare-mass stage sooner than the acceleration does. The gap term in the velocity is bounded, while \(Ft/m^*\) grows. Their ratio is at most
\[
\frac{|s|}{(m/m^*)\,|\omega|\,t}=\frac{2.369}{3.328}\times\frac{0.487\ \text{fs}}{2\pi\,t}\approx\frac{0.055\ \text{fs}}{t},
\]
which is 5.5% at 1 fs. A calculation that needs only the velocity gained over several femtoseconds can therefore use one band here, even for a sudden force, if the velocity is taken from the band as \(v_n(k(t))\); at 1 MV/cm a fixed \(m^*\) adds an error that grows as \(k\) moves, about 3% near 10 fs. One that needs the current within a gap period cannot.

## Filled bands

In a crystal the valence band is occupied. For independent electrons the total current is the sum of the one-electron results. Exchanging \(j\) and \(n\) reverses the sign of \(s_j\) and leaves the cosine unchanged, so transitions between two occupied states at the same \(k\) cancel in pairs. With both zone-edge states occupied, the two values of \(ma/F\) at half a period add to \(5.736-3.764\approx1.97\), close to the initial value of 2, although each electron alone has changed greatly.

The added conduction electron nevertheless keeps its bare-mass start. Its contribution is the current of \(N+1\) electrons minus that of \(N\), and this difference is its full one-electron response. Physically, the added electron blocks an oscillation that the valence electron at the same \(k\) would otherwise show.

## Limits and the real crystal

The initial value \(F/m\) depends on the Hamiltonian. In general the velocity operator is \((i/\hbar)[H_0,x]\), and the same argument gives
\[
a(0^+)=-\frac{F}{\hbar^2}\langle[x,[x,H_0]]\rangle .
\]
For a local potential this is \(F/m\). A nonlocal pseudopotential adds a term. In a model with a single band, \(v\) is a function of \(k\) alone and the electron has \(m^*\) at once. There the belief is true, but only because the model has removed the states that would refute it.

The first-order treatment is adequate for the example. The interband population at half a gap period is \(6\times10^{-6}\), and over four periods the full solution departs from the formula by at most 0.053 in \(ma/F\), about 2% of the oscillation amplitude. The potential drop per period is 0.028 eV, and an electron would have to cross 85 nm to gain the gap energy from the field. For a force so weak that \(k\) hardly moves, a thermal spread of \(k\) at 300 K, taken along this one dimension, leaves 99.7% of the gap oscillation after 2 fs and 82% after 20 fs. At 1 MV/cm the second figure does not apply: \(k\) moves by about 3 nm⁻¹ in 20 fs, so electrons with different starting \(k\) pass through different gaps and lose step sooner. Scattering, which is left out, would damp it further.

The period and the gap are rough values in the regime of rock salt, NaCl(s), but the cosine model is not a calculation of that crystal, and its mass of \(0.30\,m\) should not be read as the mass in NaCl. A field of 1 MV/cm is of the order of the static breakdown strength. The sudden start is an idealization: a linear rise of 5 fs already cuts the gap oscillation to at most 3.1% of its value after a sudden start. Lattice vibrations, with a period near 140 fs for a rough phonon energy of 0.03 eV, are too slow to affect the first gap period. Core electrons are missing from the smooth potential. Transitions near 200 eV, a rough figure, have a period of 0.02 fs and would alter the earliest part of the curve by an amount this model cannot give. Finally, \(F\) is the force of the total macroscopic field. If an external field normal to a slab is switched on instead, the field inside changes while the electronic polarization builds up. Once the polarization has settled, the field is lower by a factor of roughly 2.3, and the mean later acceleration falls by the same factor.

The numerical output below gives the values to more digits.

## Table of computed values

```
period 0.28 nm, field 1.0 MV/cm
force 0.100 eV/nm
potential coefficient V1 4.3033 eV
gap 8.500 eV, gap period 0.4865 fs
conduction: m/m* 3.3282, m*/m 0.3005
valence top: m/m* -1.3824, m*/m -0.7234
conduction s for valence band -2.3690
conduction largest upper-band s 0.0408
its transition energy 34.79 eV
sum of all conduction s -2.3282
<V''> conduction -1597.8 eV/nm^2
<V''> valence top 2576.8 eV/nm^2
time/gap period, m a/F conduction, m a/F valence top:
  0.000    1.0000    1.0000
  0.125    1.6125    0.2842
  0.250    3.3684   -1.3844
  0.375    4.9634   -3.0457
  0.500    5.7358   -3.7635
  0.750    3.3642   -1.3751
  1.000    0.9923    0.9979
mean m a/F over 4 periods, conduction 3.3226
mean m a/F over 4 periods, valence top -1.3766
conduction first reaches F/m* at 0.1203 fs
valence-top acceleration reverses at 0.0735 fs
packet shift at 0.02 fs 3.5509e-06 nm
  ratio to F t^2/2m 1.0095
packet shift at 1 fs 0.02924 nm
  formula 0.02925 nm
constant position offset -2.496e-04 nm
packet change of k in 1 fs 0.15193 1/nm
  F t/hbar 0.15193 1/nm
interband population at half period 5.878e-06
  formula 5.879e-06
swing of m a/F, rise 0.3 fs: 1.1448
swing of m a/F, rise one gap period: 0.0009
largest gap-wave factor, linear rise 5 fs: 0.0310
largest nonlinear change of m a/F in 4 periods 0.0528
thermal energy at 300 K 0.0259 eV
gap wave left by thermal k spread, 2 fs: 0.9970
gap wave left by thermal k spread, 20 fs: 0.8203
potential drop per cell 0.0280 eV
tunnelling length gap/F 85.0 nm
time to carry k from edge to zone centre 73.9 fs
phonon 0.03 eV (rough): period 138 fs
core transition 200 eV (rough): period 0.021 fs
optical dielectric constant (rough input) 2.3
```
